Lattice pinning of domain walls in a quartic double-well chain

**Problem**

A ferroelectric film is divided into planes of unit cells, numbered by n along the normal of a 180° domain wall. The polarization of plane n, divided by its bulk value, is u_n. The energy per cell of wall area is

E = Σ_n [ (K/2)(u_{n+1} − u_n)² + V0(1 − u_n²)² ],

with u → −1 on the left and u → +1 on the right. A site-centred wall has u_0 = 0. A bond-centred wall has its centre midway between two planes.

(a) Find the wall width, and explain why an expansion in inverse width misses the pinning.
(b) Find ΔE = E_site − E_bond for wide walls, with its prefactor, and show how it falls with width.
(c) For a lattice constant a = 0.4 nm, V0 = 50 meV per cell and bulk polarization P = 75 μC/cm², find ΔE and the field that frees a rigid wall, for continuum half-widths of 0.4 to 1.2 nm. Judge what the model leaves out.

**Solution (a): width and smooth profile**

Setting ∂E/∂u_n = 0 gives

u_{n+1} − 2u_n + u_{n−1} = (2/l²)(u_n³ − u_n), l² = K/(2V0).

For slow variation the left side is u″, and the solution is tanh(x/l), with x in cells. The lattice tail is slightly different. Put u = 1 − η with η small and proportional to exp(−κn). Since u³ − u ≈ −2η,

4 sinh²(κ/2) = 4/l², so sinh(κ/2) = 1/l.

Define λ = 2/κ = 1/asinh(1/l) and ε = 1/λ. For wide walls λ ≈ l + 1/(6l).

Now let u be a smooth function of s = x/λ. The lattice equation becomes

u(s+ε) − 2u(s) + u(s−ε) = 2 sinh²ε (u³ − u).

At order ε² this is u″ = 2(u³ − u), solved by T = tanh s. Write u = T + ε²u₁. With sinh²ε = ε² + ε⁴/3 and T″″ = 16T − 40T³ + 24T⁵, order ε⁴ gives

u₁″ − (6T² − 2)u₁ = (2/3)(T³ − T) − T″″/12 = −2T(1 − T²)².

Inserting u₁ = αT(1 − T²) makes the left side −6αT(1 − T²)², so α = 1/3.

Nothing here fixes the wall position: replacing x by x + t gives an equally good solution. If the chain is stationary for every t, its energy cannot depend on t. Pinning is therefore absent from these powers of ε. I assume that higher orders have the same structure, with poles staying at x = ±iπλ/2. What follows is a formal asymptotic derivation, and its result is compared below with numerical walls.

**Solution (b): the hidden exponential**

*Near the pole.* Put x = iπλ/2 + z. Then T ≈ λ/z, while the correction (ε²/3)T(1 − T²) ≈ −λ/(3z³). At z of order one the two are comparable, so the whole series matters. With u = λU and λ → ∞, the lattice equation loses its parameters:

U(z+1) − 2U(z) + U(z−1) = 2U³, U = Σ b_m z^(−m), m odd, b₁ = 1.

The second difference of z^(−j) is 2Σ C(j+r−1, r) z^(−j−r), summed over even r ≥ 2, where C is the binomial coefficient. Comparing powers z^(−m−2) gives

[m(m+1) − 6] b_m = 2Σ′ b_i b_j b_k − 2Σ_{j<m} C(m+1, m+2−j) b_j.

In Σ′, i + j + k = m + 2 and terms containing b_m are left out; these supplied the −6. For m = 3 this gives b₃ = −1/3, as found above.

*Late terms.* A small difference W between two solutions obeys W(z+1) − 2W(z) + W(z−1) = 6U²W. Put W = w(z)exp(−2πiz). The exponential has period one, so for large z we have w″ ≈ 6w/z², with solutions z³ and z^(−2). The dominant z³ corresponds to late coefficients Λ(m+2)!/χ^(m+3) with χ = 2πi. Adding χ = −2πi cancels the even terms and leaves

b_m ≈ 2Λ(−1)^((m+3)/2) (m+2)!/(2π)^(m+3).

Running the recursion to m = 241 and extrapolating in 1/m gives Λ = 126.757.

*Difference of the two half-solutions.* Let u⁻ be the solution that tends to −1 on the left, and u⁺ the one that tends to +1 on the right. Near the pole, write U = ∫exp(−pz)B(p)dp with B = Σ b_m p^(m−1)/(m−1)!. The late terms give

B ≈ Λ d³/dp³ [1/(χ − p)].

For u⁺ the integral runs from 0 along positive p, and for u⁻ along negative p. Below the pole both paths can be turned towards the positive imaginary axis. Their difference is then a counterclockwise loop around p = 2πi. Three integrations by parts give z³, and the residue gives −2πi:

D = u⁺ − u⁻ = −2πiλΛ z³ exp(−2πiz).

*Energy slope.* Build a chain from u⁻(n+t′) on the left and u⁺(n+t) on the right, with the common value u_0 = q at site 0. All other sites are in equilibrium, so dE/dq = ∂E/∂u_0. Subtracting the equilibrium equation that u⁻ obeys at site 0 gives

dE/dq = K[u⁻(t′+1) − u⁺(t+1)].

Let φ = du/dx. Equality at site 0 requires t′ − t = D(t)/φ(t) to first order. Multiplying by dq/dt = φ(t),

dE/dt = −K S(t), S(t) = D(t+1)φ(t) − D(t)φ(t+1).

Both D and φ obey the same linearized equation, so S(t) − S(t−1) = 0. Thus S has period one, and its first harmonic can be found near the pole and carried to real t. There φ = −λ/z². For 1 ≪ |z| ≪ λ the powers z³ and −z^(−2) contribute

3z²(−z^(−2)) − z³(2z^(−3)) = −5.

Hence S = 10πiλ²Λ exp(−2πiz) from the upper pole. With z = t − iπλ/2, exp(−2πiz) = exp(−2πit)exp(−π²λ). Adding the complex conjugate from the lower pole gives

dE/dt = −20πKλ²Λ exp(−π²λ) sin(2πt).

The site wall is t = 0 and the bond wall t = 1/2. The integral of sin(2πt) between them is 1/π, so ΔE = 20Kλ²Λ exp(−π²λ). Since K = 2V0l² ≈ 2V0λ²,

ΔE = 40Λ V0 λ⁴ exp(−π²λ)[1 + O(λ^(−2))], 40Λ = 5070.3.

The bond wall is lower. At fixed V0,

d ln ΔE/dλ ≈ −π² + 4/λ.

The fall is nearly exponential because the power λ⁴ changes the logarithmic slope by an amount that vanishes for wide walls.

*Unrelaxed profile.* Suppose one samples tanh(x/l) at the lattice sites without relaxing it. If g is the energy of one site and one bond, the first Fourier harmonic of the lattice sum gives ΔE = 4∫g exp(2πix)dx. Near the pole,

g ≈ V0l⁴[1/z⁴ + 1/(z²(z+1)²)].

The residues give 8π⁴/3 for the well energy and −8π² for the coupling. The estimate is 723.2 V0l⁴exp(−π²l). Its leading exponent is right, but its prefactor is about seven times too small, since it omits the relaxation that matters near the pole. The factor seven is the wide-wall limit: the estimate lies below the numerical ΔE by a factor 2.4 at l = 1 and 4.3 at l = 3.

*Numerical walls.* Solving the equilibrium equations by Newton's method with 120-digit arithmetic gives the values below. The last column is the numerical ΔE divided by the formula.

l | λ | ΔE/V0 | ratio
1 | 1.135 | 8.96×10⁻² | 0.778
1.5 | 1.600 | 4.11×10⁻³ | 0.889
2 | 2.078 | 1.09×10⁻⁴ | 0.932
3 | 3.054 | 3.47×10⁻⁸ | 0.968
16 | 16.010 | 7.88×10⁻⁶¹ | 0.9988

Removing a 1/λ² correction with the walls at l = 12 and 16 gives a limiting ratio of 0.999998. The mean slope of ln ΔE with respect to λ is −6.63 per cell between l = 1 and 1.5, and −9.58 between 12 and 16, against the limit −9.87. For the narrowest walls the asymptotic formula is a guide, and the numerical ΔE should be used.

**Solution (c): a ferroelectric film**

These rough parameters have the scale of lead titanate, but they are not fitted to its domain walls. First-principles calculations for its 180° walls give a site-bond energy difference several times larger than the one found below, so the fields here illustrate the trend with width and do not predict that material's pinning. The cell dipole is p = Pa³ = 0.75 × (0.4×10⁻⁹)³ = 4.8×10⁻²⁹ C m. A field F adds −pFΣu_n. Moving the wall by one cell changes Σu_n by 2, so the field tilts the landscape by 2pF per cell. The landscape (ΔE/2)cos(2πt) has maximum slope πΔE, hence

F_P = πΔE/(2p).

At l = 1, K = 100 meV and ΔE = 0.0896 × 50 = 4.48 meV per cell, or 4.49 mJ/m². This gives F_P = 0.235 MV/cm. Following the equilibria directly in a field gives 0.234 MV/cm, so the sinusoidal landscape serves well even here. With a, V0 and P fixed and K raised as l²:

half-width la (nm) | ΔE (meV/cell) | F_P (MV/cm)
0.4 | 4.48 | 0.235
0.6 | 0.205 | 0.0108
0.8 | 5.46×10⁻³ | 2.9×10⁻⁴
1.2 | 1.73×10⁻⁶ | 9.1×10⁻⁸

Tripling the width lowers the intrinsic pinning about 2.6 million times. In a real film, defects could then dominate the pinning, so a wide wall need not be a mobile one.

The barrier depends on microscopic detail as well as on l. At l = 1, let second neighbours carry a coupling 0.05K and reduce the nearest-neighbour coupling to 0.8K, which keeps the long-wave stiffness. ΔE then rises to 6.26 meV, by 40%. Multiplying the well by (1 + 0.2u²) instead lowers it to 2.97 meV, by 34%.

Rigid motion is a doubtful assumption for a real film. At 300 K, kT = 25.9 meV exceeds the barrier of one cell, yet a rigid 10 nm × 10 nm patch of 625 cells has a static barrier of 2.80 eV. This is not a free energy at 300 K: thermal fluctuations of the wall are left out, and they can lower the barrier per cell by an amount comparable with ΔE itself. With equal coupling in all directions, a harmonic estimate gives a lowering of about 5.8 meV at 300 K. This exceeds ΔE, so the estimate shows the scale of the effect but cannot fix its value. Instead of moving rigidly, a wall can advance by nucleating a small step. Assume equal coupling in all directions and treat the wall as an elastic sheet with tension σ equal to the bond-wall energy, 125.7 meV per cell, and pinning energy ΔE sin²(πX), where X is the displacement in cells. The step energy is

τ = ∫₀¹ √(2σΔE) sin(πX)dX = (2/π)√(2σΔE) = 21.4 meV per cell length.

A disc of radius R costs 2πRτ − πR²(2pF), whose maximum is πτ²/(2pF). At F = 0.0234 MV/cm, one tenth of F_P, this is 1.02 eV, or 39 kT at 300 K. This value uses the static ΔE; since τ scales as √ΔE, thermal lowering of the pinning lowers it as well. The barrier is finite, so motion is possible well below F_P, and F_P should not be read as a coercive field. The steepest slope of the step is √(2ΔE/σ) = 0.27, so it is only about four cells wide, and treating the wall as a continuous sheet is crude. Relaxing the step on a lattice with equal coupling in all directions gives 24.2 meV per cell length, which raises the nucleus barrier by nearly 30%.

The sheet model also omits bound charge. Step edges that cross the polarization carry line charges ±2Pa. With a rough relative permittivity of 100, separating them from 1 to 10 cells costs

a(2Pa)² ln 10/(2πε₀ε_r) = 372 meV per cell length,

about nine times the energy of two neutral steps in the sheet model. Sharp lines overstate the cost, because the step is several cells wide. Spread over the relaxed neutral step profile, the same charges cost about 226 meV per cell length, roughly five times two neutral steps. Electrostatics must therefore enter any quantitative nucleation model.

Two further scales matter. For a rough mode mass of 30 u and effective charge of 7e, the lowest vibration of the l = 1 bond wall has a quantum of 7.1 meV. This lies below kT at 300 K, but with equal coupling in all directions the highest modes reach 35 meV, above kT. In a harmonic sum over all modes, quantum statistics change the site-bond free-energy difference by only about 0.15 meV at 300 K, so quantum motion is then a secondary correction. On cooling, the correction grows, and kT falls below this quantum near 80 K. A rough breakdown field of 1 MV/cm is about four times F_P, but below the model's uniform switching field of 2.57 MV/cm.
